# Spectral heat current across an anharmonic interatomic bond: test program

```python
# RESULT UNDER TEST
# For a bond between atoms i (left) and j (right), with force F on j from i,
# the one-sided spectrum q(nu) = 2 Re Int dtau exp(2 pi i nu tau) C(tau),
# C(tau) = <F(t+tau) (v_i(t)+v_j(t))/2>, integrates over nu > 0 to the mean
# power Q sent from left to right, for harmonic and anharmonic bonds alike.
# Symbols: r bond extension, f = dV/dr tension (F = -f), v velocity,
# drag = friction coefficient of the Langevin end atoms.
# Internal units: atomic mass unit, nm, ps.  Frequencies are then in THz.
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm, solve_continuous_lyapunov

amu = sc.atomic_mass
kB = sc.k / (amu * 1e6)                 # u nm^2/ps^2 per K
to_nW = amu * 1e18 * 1e9                # u nm^2/ps^3 -> nW
spring_unit = 1e-24 / amu               # N/m -> u/ps^2

# Rough parameters in the regime of Bi2Te3 along its c axis
m_te, m_bi = 127.6, 209.0
k_layer_SI, k_gap_SI, morse_a = 60.0, 15.0, 15.0     # N/m, N/m, 1/nm
cell_a, layer_d = 0.438, 1.016                       # nm
T_hot, T_cold = 450.0, 150.0
mass = np.array([m_te, m_bi, m_te, m_te, m_bi, m_te, m_bi, m_te])
n_atoms = len(mass)
gap = 2                                  # bond between atoms 2 and 3
springs = np.full(n_atoms - 1, k_layer_SI * spring_unit)
springs[gap] = k_gap_SI * spring_unit
k_gap = springs[gap]
k_series_SI = 1 / (4 / k_layer_SI + 1 / k_gap_SI)
m_layer = 3 * m_te + 2 * m_bi
drag = np.sqrt(m_layer * k_series_SI * spring_unit)  # acoustic impedance
area = cell_a**2 * np.sqrt(3) / 2
dT = T_hot - T_cold
diff_matrix = np.diff(np.eye(n_atoms), axis=0)       # r = diff_matrix x


def transmission(freq, k_bonds, end_drag):
    """Green-function transmission of the harmonic chain."""
    omega = 2 * np.pi * freq[:, None, None]
    stiff = diff_matrix.T @ np.diag(k_bonds) @ diff_matrix
    damp = np.zeros((n_atoms, n_atoms))
    damp[0, 0] = damp[-1, -1] = end_drag
    green = np.linalg.inv(stiff - omega**2 * np.diag(mass) - 1j * omega * damp)
    return 4 * (omega[:, 0, 0] * end_drag)**2 * np.abs(green[:, 0, -1])**2


# ---- Harmonic chain: correlation from its definition against transmission
d_nu = 0.002
nu = (np.arange(6000) + 0.5) * d_nu
trans = transmission(nu, springs, drag)
Q_landauer = kB * dT * trans.sum() * d_nu

n_b = n_atoms - 1
drift = np.zeros((n_b + n_atoms, n_b + n_atoms))
drift[:n_b, n_b:] = diff_matrix
drift[n_b:, :n_b] = -(diff_matrix.T * springs) / mass[:, None]
noise_power = np.zeros_like(drift)
for atom, temp in ((0, T_hot), (n_atoms - 1, T_cold)):
    drift[n_b + atom, n_b + atom] = -drag / mass[atom]
    noise_power[n_b + atom, n_b + atom] = 2 * drag * kB * temp / mass[atom]**2
covariance = solve_continuous_lyapunov(drift, -noise_power)
force_vec = np.zeros(n_b + n_atoms)
force_vec[gap] = -k_gap
vel_vec = np.zeros(n_b + n_atoms)
vel_vec[n_b + gap] = vel_vec[n_b + gap + 1] = 0.5
tau_step, n_tau = 0.01, 20000
propagator = expm(drift * tau_step)
pair = covariance @ np.column_stack([vel_vec, force_vec])
c_plus, c_minus = np.empty(n_tau), np.empty(n_tau)
for k in range(n_tau):
    c_plus[k] = force_vec @ pair[:, 0]
    c_minus[k] = vel_vec @ pair[:, 1]
    pair = propagator @ pair
Q_lyapunov = c_plus[0]
probe = np.array([0.2, 0.5, 0.9, 1.3, 1.8, 2.5, 3.3, 4.2])
tau = tau_step * np.arange(1, n_tau)
q_probe = np.array([2 * tau_step * (c_plus[0] + np.sum(
    (c_plus[1:] + c_minus[1:]) * np.cos(2 * np.pi * p * tau))) for p in probe])
err_spectrum = np.max(np.abs(
    q_probe / (kB * dT) - transmission(probe, springs, drag)))
assert err_spectrum < 1e-4
assert abs(Q_lyapunov / Q_landauer - 1) < 2e-3

# ---- Molecular dynamics of many independent copies
dt, stride, n_samp, copies = 0.005, 4, 1000, 500
bin_nu = 1 / (n_samp * stride * dt)
band_start = np.arange(0, 101, 10)       # last band reaches Nyquist
weight = np.full((n_samp // 2 + 1, 1), 2.0)
weight[0] = weight[-1] = 1.0


def gap_tension(r, a):
    """Morse tension expanded to third order; a = 0 is the harmonic bond."""
    return k_gap * r * (1 + a * r * (-1.5 + 7 / 6 * a * r))


def simulate(a, t_hot, t_cold, segments, seed):
    rng = np.random.default_rng(seed)
    m_col = mass[:, None]
    half = dt / 2
    kick = half / m_col
    x = np.zeros((n_atoms, copies))
    v = rng.standard_normal(x.shape) * np.sqrt(kB * (t_hot + t_cold) / 2 / m_col)
    k_col = springs[:, None]
    keep = np.exp(-drag * dt / m_te)
    kick_rms = np.sqrt((1 - keep**2) * kB * np.array([[t_hot], [t_cold]]) / m_te)
    force = np.zeros_like(x)
    dv = np.zeros_like(x)
    heat = np.zeros((2, copies))
    rec = np.empty((6, n_samp, copies))
    names = ("left", "right", "into_left", "far_right", "linear")
    power = {name: np.zeros((len(band_start), copies)) for name in names}
    r_sum = r_sq = 0.0
    for segment in range(-1, segments):  # segment -1 only reaches steady state
        if segment == 0:
            heat[:] = 0
        for s in range(n_samp):
            for _ in range(stride):
                v += dv
                x += half * v
                old = v[[0, -1]]
                new = keep * old + kick_rms * rng.standard_normal((2, copies))
                heat += new * new - old * old
                v[0] = new[0]
                v[-1] = new[1]
                x += half * v
                r = x[1:] - x[:-1]
                f = k_col * r
                f[gap] = gap_tension(r[gap], a)
                force[:-1] = f
                force[-1] = 0
                force[1:] -= f
                dv = force * kick
                v += dv
            rec[0, s] = r[gap]
            rec[1, s] = f[gap - 1]
            rec[2, s] = v[gap]
            rec[3, s] = v[gap + 1]
            rec[4, s] = f[-1]
            rec[5, s] = v[-2]
        if segment < 0:
            continue
        r_gap = rec[0]
        r_sum += r_gap.mean() / segments
        r_sq += (r_gap**2).mean() / segments
        ft = [np.fft.rfft(y, axis=0) for y in
              (-gap_tension(r_gap, a), -k_gap * (r_gap - r_gap.mean()),
               -rec[1], rec[2], rec[3], -rec[4], rec[5])]
        f_gap, f_lin, f_in, v_left, v_right, f_far, v_far = ft
        for name, ff, vv in (("left", f_gap, v_left), ("right", f_gap, v_right),
                             ("into_left", f_in, v_left),
                             ("linear", f_lin, 0.5 * (v_left + v_right))):
            cross = weight * (ff * vv.conj()).real / n_samp**2
            power[name] += np.add.reduceat(cross, band_start, axis=0) / segments
        # power handed on by the last free atom: it pushes on the cold end
        cross = weight * (f_far * v_far.conj()).real / n_samp**2
        power["far_right"] += np.add.reduceat(cross, band_start, axis=0) / segments
    heat *= 0.5 * m_te / (segments * n_samp * stride * dt)
    return power, heat, r_sum, np.sqrt(r_sq)


def mean_se(sample):
    return sample.mean(-1), sample.std(-1, ddof=1) / np.sqrt(copies)


def chi_square(sample):
    avg, err = mean_se(sample)
    return np.sum((avg / err)**2)


main, heat, r_mean, r_rms = simulate(morse_a, T_hot, T_cold, 12, 11)
harm, _, _, _ = simulate(0.0, T_hot, T_cold, 3, 12)
equil, _, _, _ = simulate(morse_a, 300.0, 300.0, 3, 13)

current = 0.5 * (main["left"] + main["right"])
Q_spec, Q_se = mean_se(current.sum(0))
Q_bath = 0.5 * (heat[0] - heat[1]).mean()
conversion = main["left"] - main["right"]
conv, conv_se = mean_se(conversion)

# Spectral integral against heat tallied in the thermostats
assert abs(Q_spec / Q_bath - 1) < 0.01
# Each free atom hands on power at unchanged frequency
atom_err = np.max(np.abs((main["into_left"] - main["left"]).mean(-1))) / Q_spec
assert atom_err < 0.01
# Harmonic bonds beyond the gap keep the spectrum unchanged as well
layer_err = np.max(np.abs((main["far_right"] - main["right"]).mean(-1))) / Q_spec
assert layer_err < 0.01
# The anharmonic bond converts frequencies, with zero net power
chi_main = chi_square(conversion)
chi_harm = chi_square(harm["left"] - harm["right"])
assert abs(conv.sum()) < 0.01 * Q_spec
assert chi_main > 60
assert chi_harm < 45
# At equilibrium the spectrum vanishes in every band, anharmonic or not
chi_eq = chi_square(0.5 * (equil["left"] + equil["right"]))
chi_eq_conv = chi_square(equil["left"] - equil["right"])
assert chi_eq < 45 and chi_eq_conv < 45
# Harmonic dynamics reproduces the transmission formula band by band
edges = np.append((band_start - 0.5) * bin_nu, nu[-1] + d_nu)
edges[0] = 0.0
land_band = np.array([kB * dT * d_nu * trans[(nu >= lo) & (nu < hi)].sum()
                      for lo, hi in zip(edges[:-1], edges[1:])])
harm_band, harm_se = mean_se(0.5 * (harm["left"] + harm["right"]))
assert np.all(np.abs(harm_band - land_band) < 5 * harm_se + 0.01 * Q_landauer)

# ---- Sizes of what the model neglects
photon = sc.h * nu * 1e12 / sc.k         # h nu / k_B in K
occupation = 1 / np.expm1(photon / T_hot) - 1 / np.expm1(photon / T_cold)
quantum_ratio = np.sum(photon * occupation * trans) / (dT * trans.sum())
shear_ratio = 0.6                        # rough c44/c33
trans_shear = transmission(nu, springs * shear_ratio, drag * np.sqrt(shear_ratio))
shear_channel = trans_shear.sum() / trans.sum()
sigma_c = 2e4                            # S/m, rough, along c
lorenz = np.pi**2 / 3 * (sc.k / sc.e)**2
G_electron = lorenz * sigma_c * 300 / (layer_d * 1e-9) / 1e6
G_model = Q_spec * to_nW * 1e-9 / (dT * area * 1e-18) / 1e6
y = morse_a * r_rms
morse_force = (np.exp(-y) - np.exp(-2 * y)) / morse_a
quartic_force = r_rms * (1 - 1.5 * y + 7 / 6 * y**2)
lin_diff, lin_se = mean_se(main["linear"].sum(0) - current.sum(0))
well_eV = k_gap_SI / (2 * (morse_a * 1e9)**2) / sc.e

print(f"masses Te, Bi: {m_te}, {m_bi} u")
print(f"springs in layer, gap: {k_layer_SI}, {k_gap_SI} N/m")
print(f"Morse range parameter: {morse_a} 1/nm; well depth {well_eV:.3f} eV")
print(f"series spring of one layer period: {k_series_SI:.2f} N/m")
print(f"implied c33: {k_series_SI * layer_d / area:.1f} GPa")
print(f"in-plane cell a {cell_a} nm, area {area:.4f} nm2, layer {layer_d} nm")
print(f"end friction rate drag/m: {drag / m_te:.2f} 1/ps")
print(f"bath temperatures: {T_hot}, {T_cold} K")
print(f"time step {dt * 1e3:.0f} fs, sampling {stride * dt * 1e3:.0f} fs")
print(f"record {n_samp * stride * dt:.0f} ps, 12 records, {copies} copies")
print(f"harmonic: max error of q/(kB dT) vs transmission: {err_spectrum:.1e}")
print(f"harmonic Q, covariance: {Q_lyapunov * to_nW:.4f} nW")
print(f"harmonic Q, transmission integral: {Q_landauer * to_nW:.4f} nW")
print(f"anharmonic Q, spectral: {Q_spec * to_nW:.4f} +- {Q_se * to_nW:.4f} nW")
print(f"anharmonic Q, thermostats: {Q_bath * to_nW:.4f} nW")
print(f"anharmonic conductance per area: {G_model:.1f} MW/(m2 K)")
print(f"linear-force Q minus full Q: {lin_diff * to_nW:.4f}"
      f" +- {lin_se * to_nW:.4f} nW")
print(f"gap extension mean, rms: {r_mean:.5f}, {r_rms:.5f} nm")
print("band THz | harmonic | left end | right end | left-right +- se (pW)")
pw = 1e3 * to_nW
left_band, right_band = main["left"].mean(-1), main["right"].mean(-1)
for b in range(len(band_start)):
    top = f"{edges[b + 1]:.3f}" if b < len(band_start) - 1 else "up"
    print(f"{edges[b]:.3f}-{top} | {land_band[b] * pw:.1f} |"
          f" {left_band[b] * pw:.1f} | {right_band[b] * pw:.1f} |"
          f" {conv[b] * pw:.1f} +- {conv_se[b] * pw:.1f}")
print(f"sum of left-right: {conv.sum() * pw:.2f} pW")
print(f"power moved between bands: {0.5 * np.abs(conv).sum() * pw:.1f} pW")
print(f"atom balance, worst band: {100 * atom_err:.3f} % of Q")
print(f"harmonic layer balance, worst band: {100 * layer_err:.3f} % of Q")
print(f"chi-square of left-right, {len(band_start)} bands: {chi_main:.1f}")
print(f"same, harmonic control: {chi_harm:.1f}")
print(f"same, anharmonic equilibrium: {chi_eq_conv:.1f}")
print(f"chi-square of equilibrium current: {chi_eq:.1f}")
print(f"quantum/classical harmonic power: {quantum_ratio:.4f}")
print(f"one transverse/longitudinal channel: {shear_channel:.3f}"
      f" (c44/c33 {shear_ratio})")
print(f"electrons, one layer, 300 K: {G_electron:.0f} MW/(m2 K)"
      f" (sigma {sigma_c:.0f} S/m)")
print(f"quartic/Morse force at +rms: {quartic_force / morse_force:.3f}")
print("done: every assertion held")
```

Printed output:

```
masses Te, Bi: 127.6, 209.0 u
springs in layer, gap: 60.0, 15.0 N/m
Morse range parameter: 15.0 1/nm; well depth 0.208 eV
series spring of one layer period: 7.50 N/m
implied c33: 45.9 GPa
in-plane cell a 0.438 nm, area 0.1661 nm2, layer 1.016 nm
end friction rate drag/m: 14.90 1/ps
bath temperatures: 450.0, 150.0 K
time step 5 fs, sampling 20 fs
record 20 ps, 12 records, 500 copies
harmonic: max error of q/(kB dT) vs transmission: 5.2e-14
harmonic Q, covariance: 7.0692 nW
harmonic Q, transmission integral: 7.0692 nW
anharmonic Q, spectral: 6.9449 +- 0.0237 nW
anharmonic Q, thermostats: 6.9514 nW
anharmonic conductance per area: 139.3 MW/(m2 K)
linear-force Q minus full Q: 0.0660 +- 0.0100 nW
gap extension mean, rms: 0.00581, 0.01889 nm
band THz | harmonic | left end | right end | left-right +- se (pW)
0.000-0.475 | 1952.5 | 1929.4 | 1931.5 | -2.1 +- 2.6
0.475-0.975 | 1603.8 | 1444.9 | 1443.4 | 1.6 +- 3.9
0.975-1.475 | 893.2 | 798.3 | 839.1 | -40.8 +- 3.9
1.475-1.975 | 675.5 | 624.2 | 641.4 | -17.2 +- 4.6
1.975-2.475 | 320.2 | 362.5 | 325.8 | 36.7 +- 4.6
2.475-2.975 | 339.7 | 369.0 | 365.5 | 3.4 +- 4.5
2.975-3.475 | 365.6 | 367.2 | 442.4 | -75.2 +- 4.3
3.475-3.975 | 878.2 | 893.7 | 832.6 | 61.1 +- 6.4
3.975-4.475 | 36.9 | 134.5 | 65.2 | 69.3 +- 4.8
4.475-4.975 | 3.4 | 10.0 | 49.4 | -39.5 +- 1.9
4.975-up | 0.0 | 11.6 | 8.2 | 3.5 +- 1.2
sum of left-right: 0.83 pW
power moved between bands: 175.1 pW
atom balance, worst band: 0.073 % of Q
harmonic layer balance, worst band: 0.048 % of Q
chi-square of left-right, 11 bands: 1222.7
same, harmonic control: 7.2
same, anharmonic equilibrium: 10.4
chi-square of equilibrium current: 13.9
quantum/classical harmonic power: 0.9903
one transverse/longitudinal channel: 0.775 (c44/c33 0.6)
electrons, one layer, 300 K: 144 MW/(m2 K) (sigma 20000 S/m)
quartic/Morse force at +rms: 1.019
done: every assertion held
```
